# Period and contrast of counterpropagating surface-plasmon fringes at 365 nm

## The problem

A flat metal surface is covered by a photoresist. At a vacuum wavelength of 365 nm the metal has permittivity \(\epsilon_m=-4\) and the resist \(\epsilon_d=2.56\). Two coherent surface plasmons of equal strength run along the interface in opposite directions. Find the period of the exposure pattern in the resist, the positions of its maxima, and the ratio of the largest to the smallest dose at the surface. Then decide whether the pattern survives absorption and a metal film of finite thickness.

The metal fills \(z<0\) and the resist \(z>0\); the waves travel along \(\pm x\). Both media are non-magnetic, isotropic and local, and at first lossless and half-infinite. The resist absorbs weakly, so the local dose is proportional to \(|\mathbf E|^2\). Fields vary as \(e^{-i\omega t}\). The algebra uses Gaussian atomic units, in which \(c=1/\alpha\), with \(\alpha\) the fine-structure constant, and \(k_0=\omega/c\).

## A tempting solution

A surface plasmon has one magnetic component, \(H_y\), so it looks natural to treat it as a scalar wave. The known dispersion relation gives its wavenumber,

\[
k=k_0\sqrt{\frac{\epsilon_m\epsilon_d}{\epsilon_m+\epsilon_d}} .
\]

Two opposite waves add to

\[
H_y\propto e^{ikx}+e^{-ikx}=2\cos kx ,
\]

and the intensity is taken as \(|H_y|^2\propto\cos^2kx\). The period is \(\pi/k\). The maxima lie at \(x=0,\pm\pi/k,\ldots\), and the dose vanishes halfway between them. With perfectly dark fringes, even a resist of low contrast should record the pattern.

The period is right. The positions and the contrast are wrong.

## Where it fails

The fault is the replacement of \(|\mathbf E|^2\) by \(|H_y|^2\). For one travelling plasmon the two are proportional at every point in the resist, so the replacement does no harm. For two opposite plasmons it fails, because the electric field has two components that behave differently when the direction of travel is reversed. Maxwell's equation

\[
\nabla\times\mathbf H=-ik_0\epsilon\,\mathbf E
\]

gives, for \(\mathbf H=(0,H_y,0)\),

\[
E_x=-\frac{i}{k_0\epsilon}\frac{\partial H_y}{\partial z},\qquad
E_z=\frac{i}{k_0\epsilon}\frac{\partial H_y}{\partial x}.
\]

Reversing \(k\) at fixed \(H_y\) leaves \(E_x\) unchanged but reverses \(E_z\). Where the \(E_x\) parts add, the \(E_z\) parts cancel, and conversely. The dose is the sum of two complementary patterns.

## The wavenumber of one plasmon

The other Maxwell equation, \(\nabla\times\mathbf E=ik_0\mathbf H\), has the \(y\) component \(\partial_zE_x-\partial_xE_z=ik_0H_y\). Inserting the fields above gives

\[
-\frac{i}{k_0\epsilon}\left(\partial_x^2+\partial_z^2\right)H_y=ik_0H_y
\quad\Rightarrow\quad
\left(\partial_x^2+\partial_z^2\right)H_y=-\epsilon k_0^2H_y .
\]

A wave bound to the interface must decay on both sides:

\[
H_y=H_0e^{ikx}\times
\begin{cases}e^{-\kappa_dz},&z>0\\ e^{\kappa_mz},&z<0\end{cases}
\qquad \kappa_d,\kappa_m>0 .
\]

This form already makes \(H_y\) continuous. The wave equation requires \(-k^2+\kappa_j^2=-\epsilon_jk_0^2\), hence

\[
\kappa_j^2=k^2-\epsilon_jk_0^2,\qquad j=d,m.
\]

At \(z=0\) the tangential field \(E_x\) must also be continuous. It equals \(i\kappa_dH_y/(k_0\epsilon_d)\) on the resist side and \(-i\kappa_mH_y/(k_0\epsilon_m)\) on the metal side, so

\[
\frac{\kappa_d}{\epsilon_d}+\frac{\kappa_m}{\epsilon_m}=0 .
\]

Since both decay constants are positive, the permittivities must have opposite signs. The other polarization, with \(E_y\) as its single electric component, cannot be bound here: continuity of \(E_y\) and \(\partial_zE_y\) would require \(-\kappa_d=\kappa_m\).

Squaring the condition and inserting \(\kappa_j^2\) gives

\[
\epsilon_m^2(k^2-\epsilon_dk_0^2)=\epsilon_d^2(k^2-\epsilon_mk_0^2),
\]

\[
k^2(\epsilon_m^2-\epsilon_d^2)=k_0^2\epsilon_m\epsilon_d(\epsilon_m-\epsilon_d).
\]

The common factor \(\epsilon_m-\epsilon_d\) is not zero and can be divided out:

\[
k^2=k_0^2\frac{\epsilon_m\epsilon_d}{\epsilon_m+\epsilon_d}.
\]

Squaring can introduce false roots, so the decay constants must be examined. Substitution gives

\[
\kappa_d^2=k_0^2\epsilon_d\left(\frac{\epsilon_m}{\epsilon_m+\epsilon_d}-1\right)
=-\frac{k_0^2\epsilon_d^2}{\epsilon_m+\epsilon_d},
\qquad
\kappa_m^2=-\frac{k_0^2\epsilon_m^2}{\epsilon_m+\epsilon_d}.
\]

Both are positive if \(\epsilon_m+\epsilon_d<0\). With \(s=\sqrt{-(\epsilon_m+\epsilon_d)}\), the positive roots are \(\kappa_d=k_0\epsilon_d/s\) and \(\kappa_m=k_0|\epsilon_m|/s\). Then \(\kappa_d/\epsilon_d=k_0/s\) and \(\kappa_m/\epsilon_m=-k_0/s\), and the unsquared condition holds. A lossless bound plasmon therefore needs \(\epsilon_m<-\epsilon_d\), which is stronger than \(\epsilon_m<0\). Here \(-4<-2.56\), so it exists.

## The exposure pattern

Let the two waves have equal \(H_y\) at \(x=0\). In the resist

\[
H_y=2H_0\cos(kx)\,e^{-\kappa_dz},
\]

and the derivatives give

\[
E_x=\frac{2i\kappa_dH_0}{k_0\epsilon_d}\cos(kx)\,e^{-\kappa_dz},\qquad
E_z=-\frac{2ikH_0}{k_0\epsilon_d}\sin(kx)\,e^{-\kappa_dz}.
\]

The dose is proportional to

\[
|\mathbf E|^2=\frac{4|H_0|^2}{k_0^2\epsilon_d^2}e^{-2\kappa_dz}
\left[k^2\sin^2kx+\kappa_d^2\cos^2kx\right].
\]

Using \(2\sin^2kx=1-\cos2kx\) and \(2\cos^2kx=1+\cos2kx\), the bracket becomes

\[
\frac12\left[(k^2+\kappa_d^2)-(k^2-\kappa_d^2)\cos2kx\right].
\]

The period is that of \(\cos2kx\):

\[
P=\frac{\pi}{k}=\frac{\lambda}{2}\sqrt{\frac{\epsilon_m+\epsilon_d}{\epsilon_m\epsilon_d}},
\]

where \(\lambda=2\pi/k_0\). Because \(k^2-\kappa_d^2=\epsilon_dk_0^2>0\), the maxima lie where \(\cos2kx=-1\), at the nodes of \(H_y\). The scalar solution put the bright lines where the dark ones are.

From the expressions for \(k^2\) and \(\kappa_d^2\),

\[
\frac{\kappa_d^2}{k^2}=-\frac{\epsilon_d}{\epsilon_m}=\frac{\epsilon_d}{|\epsilon_m|}.
\]

The dose ratio \(R\) and the visibility \(V\), defined as the difference of maximum and minimum divided by their sum, are

\[
R=\frac{k^2}{\kappa_d^2}=\frac{|\epsilon_m|}{\epsilon_d},\qquad
V=\frac{k^2-\kappa_d^2}{k^2+\kappa_d^2}=\frac{|\epsilon_m|-\epsilon_d}{|\epsilon_m|+\epsilon_d}.
\]

If the waves have unequal complex amplitudes \(A\) and \(B\), the cross term \(2\,\mathrm{Re}(AB^*e^{2ikx})\) replaces \(2|H_0|^2\cos2kx\), and \(|A|^2+|B|^2\) replaces \(2|H_0|^2\). The visibility is multiplied by \(2|A||B|/(|A|^2+|B|^2)\). A relative phase shifts the fringes without changing their period.

## Numbers

The photon energy is 3.397 eV. The squared plasmon index is

\[
n^2=\frac{k^2}{k_0^2}=\frac{(-4)(2.56)}{-4+2.56}=\frac{-10.24}{-1.44}=7.111,
\qquad n=2.667 .
\]

The plasmon wavelength is \(365/2.667=136.9\) nm, and the fringe period is half of it:

\[
P=68.4\ \text{nm}=684\ \text{Å}.
\]

The surface dose ratio is \(R=4/2.56=1.56\), and the visibility is \(V=1.44/6.56=0.22\). The dark lines receive 64% of the dose of the bright ones.

As a test that does not use the dispersion formula, the equation \((H_y'/\epsilon)'+k_0^2H_y=k^2H_y/\epsilon\), with primes for \(d/dz\), was solved on a grid for the same two permittivities. It gave \(n=2.66667\). The fields obtained by differentiating the corresponding standing wave gave a period of 68.44 nm and a visibility of 0.219.

Light travelling in the resist has a wavenumber of at most \(\sqrt{\epsilon_d}\,k_0=1.6k_0\) along the surface. Ordinary two-beam interference there cannot go below \(\lambda/(2\sqrt{\epsilon_d})=114\) nm. The same inequality, \(1.6<2.667\), means that a plane wave in the resist cannot excite the plasmon on a flat surface. A grating can supply the missing wavenumber. At normal incidence its first orders have wavenumbers \(\pm2\pi/\Lambda\), so the pitch \(\Lambda\) must equal the plasmon wavelength, 136.9 nm. The fringes then have half the grating pitch.

Directly transmitted light can spoil this halving. If it adds a uniform component \(a\) to \(E_x=b\cos kx\), then

\[
|a+b\cos kx|^2=|a|^2+2\,\mathrm{Re}(ab^*)\cos kx+|b|^2\cos^2kx .
\]

Unless the two contributions are in quadrature, the middle term has the full plasmon wavelength as its period. It makes neighbouring dark lines, at \(\cos kx=\pm1\), unequal. For a weak admixture the bright lines, near \(\cos kx=0\), keep equal doses but shift in alternate directions, so their spacing alternates.

## Period against contrast

Since \(\kappa_d^2=k^2-\epsilon_dk_0^2\), the visibility can also be written as

\[
V=\frac{\epsilon_d}{2n^2-\epsilon_d}.
\]

At fixed wavelength and resist permittivity, a larger index shortens the period and lowers the visibility. Two limits show the exchange. For \(|\epsilon_m|\to\infty\), \(n\to\sqrt{\epsilon_d}\): the visibility tends to one, but the period returns to 114 nm. For \(\epsilon_m\to-\epsilon_d\) from below, the period tends to zero in this lossless model, while \(\kappa_d/k\to1\). The two electric components then have equal amplitudes, their patterns fill each other's gaps, and the visibility vanishes.

The low contrast also limits the depth. The intensity falls by a factor \(e\) over \(1/(2\kappa_d)=13.6\) nm. A bright line at depth \(z\) receives the same dose as a dark line at the surface when \(k^2e^{-2\kappa_dz}=\kappa_d^2\), so

\[
z=\frac{\ln R}{2\kappa_d}=13.6\ \text{nm}\times\ln1.5625=6.1\ \text{nm}.
\]

Beyond this depth, no single dose threshold can clear the bright lines while leaving the surface of the dark lines untouched.

Consider a positive resist whose remaining thickness falls linearly with \(\log_{10}\) of the dose, from full thickness at \(D_0\) to zero at \(D_1\). Its contrast is \(\gamma=1/\log_{10}(D_1/D_0)\). Keeping the dark lines intact and clearing the bright ones requires \(D_1/D_0\le R\), hence

\[
\gamma\ge\frac{1}{\log_{10}1.5625}=5.2 .
\]

This uses the surface dose ratio and neglects attenuation with depth and blur by diffusion, so it applies only to an imaging layer much thinner than 6.1 nm. For a layer of thickness \(t\), \(R\) is replaced by \(Re^{-2\kappa_dt}\), and the required contrast rises to 6.2 at 1 nm, 7.7 at 2 nm and 10 at 3 nm. The material above that layer must have nearly the same permittivity over several decay lengths; otherwise the plasmon itself changes.

## Absorption

With loss, the permittivities are complex and \(k=k'+ik''\). The derivation of \(k^2\) still holds, with roots chosen so that \(\mathrm{Re}\,\kappa_d\) and \(\mathrm{Re}\,\kappa_m\) are positive. For waves of equal amplitude at \(x=0\),

\[
|e^{ikx}\pm e^{-ikx}|^2=e^{-2k''x}+e^{2k''x}\pm2\cos2k'x
=2\cosh2k''x\pm2\cos2k'x .
\]

The upper sign belongs to \(E_x\) and the lower to \(E_z\). Weighting them by \(|\kappa_d|^2\) and \(|k|^2\) gives

\[
|\mathbf E|^2\propto(|k|^2+|\kappa_d|^2)\cosh2k''x-(|k|^2-|\kappa_d|^2)\cos2k'x .
\]

The ratio of the oscillating amplitude to the local background is its midpoint value divided by \(\cosh2k''x\). Away from the midpoint one wave is stronger than the other, and their interference weakens.

Take a rough metal loss, \(\epsilon_m=-4+0.3i\), with a lossless resist. Then \(k/k_0=2.637+0.172i\). The period becomes 69.2 nm, and the intensity of one wave decays over \(1/(2k'')=169\) nm. The relative modulation halves where \(\cosh2k''x=2\), at 222 nm from the midpoint. The region between these points is 444 nm wide and holds about six fringes, but one dose threshold cannot print them all, because the background rises as \(\cosh2k''x\). In units of the dose at the midpoint, the innermost bright lines receive 1.59, while the dark lines near 68, 135 and 203 nm receive 1.11, 1.45 and 2.07. Keeping the three central dark lines intact requires \(\gamma\ge6.3\), keeping five requires about 24, and the next pair is exposed more strongly than the innermost bright lines. Adding a rough resist loss of 0.03 to the imaginary part of \(\epsilon_d\) shortens the decay length to 136 nm.

## A film instead of a half-space

Let the metal occupy \(-d<z<0\), with glass of permittivity \(\epsilon_s\) below. Inside the metal, \(H_y=Ae^{\kappa_mz}+Be^{-\kappa_mz}\), apart from the factor \(e^{ikx}\). Define \(a_j=\kappa_j/\epsilon_j\). Continuity of \(H_y\) and \(\epsilon^{-1}\partial_zH_y\) at \(z=0\) and \(z=-d\) gives

\[
a_m(A-B)=-a_d(A+B),
\]

\[
a_m(Ae^{-\kappa_md}-Be^{\kappa_md})=a_s(Ae^{-\kappa_md}+Be^{\kappa_md}).
\]

Collecting \(A\) and \(B\) in each equation,

\[
\frac AB=\frac{a_m-a_d}{a_m+a_d}=e^{2\kappa_md}\,\frac{a_m+a_s}{a_m-a_s},
\]

and therefore

\[
(a_m+a_d)(a_m+a_s)=(a_m-a_d)(a_m-a_s)e^{-2\kappa_md}.
\]

For a thick film the right side vanishes, leaving one independent plasmon on each face. For lossless metal and \(\epsilon_s=2.25\), the mode that becomes the resist-side plasmon has a period of 68.3 nm at \(d=80\) nm, but 64.6 nm at \(d=50\) nm. The grid solution for the 50 nm film gave the same index as this condition, 2.8261. In the resist \(\kappa_d^2=k^2-\epsilon_dk_0^2\) still holds, so the pattern keeps its form, and \(V=\epsilon_d/(2n^2-\epsilon_d)\) gives a visibility of 0.19 for this lossless film. This assumes that only this mode is excited. At 50 nm the condition has a second root, \(n=2.119\), which continues the glass-side plasmon. Its \(H_y\) on the resist face is 0.61 of that on the glass face, and its fringe period would be 86 nm. With the metal loss of 0.3, the intensity decay length at 50 nm is about 153 nm for the first mode and 375 nm for the second, so any admixture of the second mode gains weight with distance from the source.

The period shift at 50 nm is large although \(e^{-2\kappa_md}\) is only about 0.003 at the original index. One reason is that the glass-side plasmon lies close by. At \(n=2.667\), in units of \(k_0\), \(a_m=-0.833\) and \(a_s=0.980\), so \(a_m+a_s=0.147\). Solving for \(a_m+a_d\) means dividing the weak coupling by this small number. The coupling is also multiplied by \((a_m-a_d)(a_m-a_s)=3.0\), and \(a_m+a_d\) changes by only about 0.29 per unit of index, so the shift in index is enlarged further. Together these factors give a first-order shift of 0.23. The exact shift is 0.16, because \(a_m+a_s\) grows as the index rises. With air in place of glass the shift is only 0.04.

## Comparison with silver

The example resembles a silver film under resist, but \(-4\) is a favourable model value. At 365 nm the real part for silver is roughly \(-2\) to \(-3\), which is near or beyond the limit \(-2.56\). With the wavelength, the resist and the metal loss of 0.3 held fixed, and the resist lossless, a real part of \(-3.5\) gives a period of 60.8 nm and a decay length of 86 nm. At \(-3\) these become 49.5 nm and 31 nm: the wave decays within one fringe. At \(-2.5\) the decay length is 8.6 nm, and the nominal period of 58.6 nm no longer describes a usable pattern. For silver at this wavelength, the assumption of a weakly damped plasmon with \(\epsilon_m=-4\) therefore fails.

The nominal period rises again at the last value because loss limits the resonance. At \(-2.5\), \(|n|\) is 4.6, against 3.8 at \(-3\), but the phase angle of \(n\) is about 47°, against 14°. The real part \(|n|\cos(\arg n)\), which sets the period, is therefore smaller at \(-2.5\) than at \(-3\).

Two other effects can be estimated for the original \(\epsilon_m=-4\). A uniform change of \(-0.05\) in resist permittivity during exposure lengthens the lossless period to 70.3 nm. If the midpoint stays fixed, a fringe three periods away moves by about 6 nm, so a pattern accumulated during the change is only slightly blurred there. For a free-electron metal with density radius \(r_s=3\) bohr, the Fermi velocity \(v_F\) gives \(v_Fk/\omega=0.012\). An electron thus moves a small fraction of \(1/k\) in a time \(1/\omega\), which supports the local permittivity as a first approximation but does not give the size of the remaining period shift. A hydrodynamic model with the same \(r_s\), pressure velocity \(\sqrt{3/5}\,v_F\), a sharp surface and a background permittivity fitted to \(\epsilon_m=-4\) lengthens the period by about 1 nm, so the last digit of 68.4 nm holds only for the local model. Surface roughness is not included. The numerical output below gives most of these values to more digits.

## Values computed for the example and the checks

```
Vacuum wavelength: 365.0 nm
Photon energy: 3.3968 eV
Metal permittivity: -4.00 (dimensionless)
Resist permittivity: 2.56 (dimensionless)
Squared plasmon index: 7.1111 (dimensionless)
Plasmon index, formula: 2.66667 (dimensionless)
Plasmon index, eigenproblem: 2.66667 (dimensionless)
Plasmon wavelength = launching grating pitch: 136.875 nm
Fringe period, formula: 68.437 nm
Fringe period, main result converted: 684.37 angstrom
Fringe period, numerical field: 68.44 nm
Two-beam limit in the resist: 114.06 nm
kd/k0, formula: 2.1333; eigenproblem: 2.1337 (dimensionless)
km/k0, formula: 3.3333; eigenproblem: 3.3334 (dimensionless)
Intensity 1/e depth in resist: 13.62 nm
Intensity 1/e depth in metal: 8.71 nm
Squared field ratio |Ex/Ez|^2 of one wave: 0.6400 (dimensionless)
Visibility, formula: 0.2195 (dimensionless)
Visibility, numerical field: 0.2193 (dimensionless)
Crest-to-trough dose ratio: 1.5625 (dimensionless)
Depth where crest equals surface trough: 6.08 nm
Resist contrast needed: 5.16 (dimensionless)
Rough metal loss, Im em: 0.30 (dimensionless)
Lossy index: 2.6366 + 0.1723 i (dimensionless)
Lossy fringe period: 69.22 nm
Intensity decay length along surface: 168.5 nm
Distance from midpoint to half visibility: 222.0 nm
Rough resist loss, Im ed: 0.03 (dimensionless)
Decay length with both losses: 136.0 nm
Re em = -4.0, Im em = 0.3: period 69.22 nm, decay length 168.5 nm
Re em = -3.5, Im em = 0.3: period 60.83 nm, decay length 86.3 nm
Re em = -3.0, Im em = 0.3: period 49.47 nm, decay length 30.9 nm
Re em = -2.5, Im em = 0.3: period 58.55 nm, decay length 8.6 nm
Rough glass permittivity: 2.25 (dimensionless)
Lossless film 50 nm: index 2.8261, period 64.58 nm
Lossless film 80 nm: index 2.6739, period 68.25 nm
Film 50 nm, index from eigenproblem: 2.8261 (dimensionless)
Resist permittivity change: -0.05 (dimensionless)
Period after that change: 70.31 nm
Free-electron radius rs for nonlocal estimate: 3.0 bohr
Nonlocal parameter vF k/omega: 0.0124 (dimensionless)
Its square: 1.55e-04 (dimensionless)
```
